# Counting three-phase triangles in a ternary diagram of stoichiometric phases: a program that tests the result

```python
"""Count of three-phase triangles in a ternary diagram of line compounds.

Result under test: with b strictly stable phases on the boundary (the three
corners included) and i strictly stable phases inside, a nondegenerate diagram
has T = 2 i + b - 2 triangles and E = 3 i + 2 b - 3 tie lines (edges included).
If a tangent plane touches m > 3 phases, the sum of (m - 2) over cells replaces T.
X: atomic fractions, one row per phase; g: formation energy, mHa per atom;
mu: chemical potentials of A, B, C in mHa, relative to the pure elements.
"""
from itertools import combinations
from math import gcd
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import linprog

CORNERS = np.array([[0.0, 0.0], [1.0, 0.0], [0.5, np.sqrt(3.0) / 2]])


def mixture_energy(X, g, target):
    """Lowest energy per atom of any phase mixture with composition target."""
    res = linprog(g, A_eq=X.T, b_eq=target, bounds=(0, None), method="highs")
    assert res.status == 0, res.message
    return res.fun


def stability_margins(X, g):
    """Energy of the best mixture of the other phases minus the phase energy."""
    margins = np.full(len(g), np.inf)      # an element cannot decompose
    for k in range(len(g)):
        if X[k].max() < 1 - 1e-12:
            others = np.arange(len(g)) != k
            margins[k] = mixture_energy(X[others], g[others], X[k]) - g[k]
    return margins


def tangent_cells(X, g):
    """All planes lying on or below every phase and touching at least three."""
    cells = {}
    for triple in combinations(range(len(g)), 3):
        rows = list(triple)
        if abs(np.linalg.det(X[rows])) < 1e-9:
            continue
        mu = np.linalg.solve(X[rows], g[rows])
        slack = g - X @ mu
        if slack.min() > -1e-8:
            cells[frozenset(np.flatnonzero(slack < 1e-8).tolist())] = mu
    return cells


def angle_sums(X, triangles):
    """Total angle in degrees that the triangles fill around each phase."""
    P = X @ CORNERS
    total = np.zeros(len(X))
    for tri in triangles:
        for k in tri:
            p, q = [P[j] - P[k] for j in tri if j != k]
            cosine = p @ q / np.linalg.norm(p) / np.linalg.norm(q)
            total[k] += np.degrees(np.arccos(np.clip(cosine, -1, 1)))
    return total


def coexisting_pairs(X, g, stable):
    """Pairs whose equal mixture cannot lower its energy by reacting."""
    pairs = set()
    for j, k in combinations(np.flatnonzero(stable).tolist(), 2):
        best = mixture_energy(X, g, (X[j] + X[k]) / 2)
        if abs(best - (g[j] + g[k]) / 2) < 1e-6:
            pairs.add((j, k))
    return pairs


def triangle_sides(triangles):
    return {pair for tri in triangles for pair in combinations(sorted(tri), 2)}


def examine(X, g, test_pairs):
    """Test the counting laws on one nondegenerate diagram."""
    margins = stability_margins(X, g)
    assert np.abs(margins).min() > 1e-6, "marginal phase"
    stable = margins > 0
    edge = X.min(axis=1) < 1e-12
    b, i = int(np.sum(stable & edge)), int(np.sum(stable & ~edge))
    cells = tangent_cells(X, g)
    assert all(len(c) == 3 for c in cells)
    assert len(cells) == 2 * i + b - 2
    angles = angle_sums(X, cells)
    expected = np.where(edge, 180.0, 360.0)
    expected[X.max(axis=1) > 1 - 1e-12] = 60.0
    expected[~stable] = 0.0
    assert np.allclose(angles, expected, atol=1e-5)
    sides = triangle_sides(cells)
    assert len(sides) == 3 * i + 2 * b - 3
    assert 2 * len(sides) / (i + b) < 6
    if test_pairs:
        assert coexisting_pairs(X, g, stable) == sides
    return margins, stable, b, i, cells, angles, sides


# Model system: atoms of A, B, C per formula, and energy in mHa per atom
model = {
    "A": (1, 0, 0, 0.0), "B": (0, 1, 0, 0.0), "C": (0, 0, 1, 0.0),
    "AB": (1, 1, 0, -15.0), "A2B": (2, 1, 0, -13.0),
    "AC": (1, 0, 1, -40.0), "BC": (0, 1, 1, -30.0),
    "ABC": (1, 1, 1, -34.0), "A2BC": (2, 1, 1, -31.0),
    "ABC2": (1, 1, 2, -33.0),
}
names = list(model)
data = np.array([model[n] for n in names], dtype=float)
X = data[:, :3] / data[:, :3].sum(axis=1, keepdims=True)
g = data[:, 3]
margins, stable, b, i, cells, angles, sides = examine(X, g, True)
n_stable = b + i
naive_i = int(np.sum(X.min(axis=1) > 1e-12))
assert 2 * naive_i + b - 2 != len(cells)    # unstable phase spoils the count

print("Phases: energy, margin (mHa/atom), angle sum (deg)")
for k, name in enumerate(names):
    margin = "element" if np.isinf(margins[k]) else f"{margins[k]:.3f}"
    print(f"  {name:5s} g={g[k]:6.1f}  margin={margin:>8s}  angle={angles[k]:.1f}")
print(f"stable boundary phases b = {b}, stable interior phases i = {i}")
print("Triangles and chemical potentials of A, B, C (mHa)")
for cell in sorted(cells, key=sorted):
    label = " + ".join(names[k] for k in sorted(cell))
    mu = cells[cell] + 0.0
    print(f"  {label:17s} {mu[0]:8.2f} {mu[1]:8.2f} {mu[2]:8.2f}")
print(f"triangles found = {len(cells)}, 2i+b-2 = {2 * i + b - 2}")
print(f"2i+b-2 with the unstable phase wrongly counted = {2 * naive_i + b - 2}")
print(f"sum of all triangle angles = {angles.sum():.1f} deg")
print(f"tie lines: all = {len(sides)}, interior = {len(sides) - b}")
print(f"pairs of stable phases = {n_stable * (n_stable - 1) // 2}")
print(f"mean number of partners per phase = {2 * len(sides) / n_stable:.3f}")

# Pairs without a tie line gain energy at every sampled mixing ratio
for j, k in combinations(np.flatnonzero(stable).tolist(), 2):
    if (j, k) not in sides:
        for w in (0.1, 0.5, 0.9):
            chord = w * g[j] + (1 - w) * g[k]
            assert mixture_energy(X, g, w * X[j] + (1 - w) * X[k]) < chord - 1e-6

# Layers that can separate A from B without any reaction at a contact
partners = {k: {p for s in sides if k in s for p in s if p != k}
            for k in range(len(names))}
iA, iB, iAC = names.index("A"), names.index("B"), names.index("AC")
single = partners[iA] & partners[iB]
double = sorted((p, q) for p in partners[iA] for q in partners[iB]
                if q in partners[p] and p != iB and q != iA)
print("partners of A:", ", ".join(names[k] for k in sorted(partners[iA])))
print("partners of B:", ", ".join(names[k] for k in sorted(partners[iB])))
print(f"A and B joined by a tie line: {iB in partners[iA]}")
print(f"single layers stable against both A and B = {len(single)}")
print("two-layer stacks between A and B:",
      ", ".join(f"{names[p]}|{names[q]}" for p, q in double))

# Contact of AC with B: two atoms of AC and one atom of B, free to react
mixed = (2 * X[iAC] + X[iB]) / 3
reaction = 3 * mixture_energy(X, g, mixed) - 2 * g[iAC] - g[iB]
iABC = names.index("ABC")
assert np.allclose(mixed, X[iABC])
assert abs(reaction - (3 * g[iABC] - 2 * g[iAC] - g[iB])) < 1e-6
hartree_eV = physical_constants["Hartree energy in eV"][0]
print(f"AC + B -> ABC: {reaction:.2f} mHa = {reaction * hartree_eV / 1000:.3f} eV"
      " per formula unit")

# Same compositions, altered energies: the number stays, the triangles change
rng = np.random.default_rng(7)
X9, g9 = X[stable], g[stable]
kept, patterns = 0, set()
for trial in range(60):
    changed = g9 * (1 + 0.15 * rng.uniform(-1, 1, len(g9)))
    if stability_margins(X9, changed).min() > 1e-6:
        found = tangent_cells(X9, changed)
        assert len(found) == len(cells)
        kept += 1
        patterns.add(frozenset(found))
assert len(patterns) > 1
print(f"energies varied by up to 15 percent: {kept} of 60 sets keep all phases")
print(f"different triangle patterns among them = {len(patterns)}")

# Degenerate case: A + A2BC and A2B + AC balance exactly where their lines cross
iA2B, iA2BC = names.index("A2B"), names.index("A2BC")
flat = g9.copy()
crossing = np.array([0.6, 0.2, 0.2])
assert np.allclose(0.6 * X9[iA2B] + 0.4 * X9[iAC], crossing)
assert np.allclose(0.2 * X9[iA] + 0.8 * X9[iA2BC], crossing)
flat[iA2BC] = (0.6 * g9[iA2B] + 0.4 * g9[iAC] - 0.2 * g9[iA]) / 0.8
assert stability_margins(X9, flat).min() > 1e-6
sizes = [len(c) for c in tangent_cells(X9, flat)]
assert max(sizes) == 4 and sum(m - 2 for m in sizes) == 2 * i + b - 2
print(f"degenerate case: A2BC energy = {flat[iA2BC]:.2f} mHa/atom")
print(f"  triangles = {sizes.count(3)}, quadrilaterals = {sizes.count(4)},"
      f" sum of (m-2) = {sum(m - 2 for m in sizes)}")

# Random diagrams with both stable and unstable candidate compounds
pool = [(p, q, r) for p in range(4) for q in range(4) for r in range(4)
        if gcd(gcd(p, q), r) == 1 and (p, q, r).count(0) < 2]
binaries = [f for f in pool if 0 in f]
ternaries = [f for f in pool if 0 not in f]
counts, unstable_total = [], 0
for trial in range(40):
    chosen = [(1, 0, 0), (0, 1, 0), (0, 0, 1)]
    for source in (binaries, ternaries):
        size = int(rng.integers(1, 7))
        picks = rng.choice(len(source), size=size, replace=False)
        chosen += [source[int(k)] for k in picks]
    F = np.array(chosen, dtype=float)
    XR = F / F.sum(axis=1, keepdims=True)
    depth = 60 * (1 - np.sum(XR**2, axis=1))
    gR = -depth * (1 + 0.25 * rng.uniform(-1, 1, len(F)))
    out = examine(XR, gR, trial < 8)
    counts.append(len(out[4]))
    unstable_total += int(np.sum(~out[1]))
assert unstable_total > 0 and len(set(counts)) > 3
print(f"random diagrams tested = {len(counts)}, triangles per diagram"
      f" from {min(counts)} to {max(counts)}")
print(f"unstable candidates in them = {unstable_total}")
print("no test failed")
```

Printed output:

```
Phases: energy, margin (mHa/atom), angle sum (deg)
  A     g=   0.0  margin= element  angle=60.0
  B     g=   0.0  margin= element  angle=60.0
  C     g=   0.0  margin= element  angle=60.0
  AB    g= -15.0  margin=   5.250  angle=180.0
  A2B   g= -13.0  margin=   3.000  angle=180.0
  AC    g= -40.0  margin=  40.000  angle=180.0
  BC    g= -30.0  margin=  30.000  angle=180.0
  ABC   g= -34.0  margin=   3.333  angle=360.0
  A2BC  g= -31.0  margin=   3.375  angle=360.0
  ABC2  g= -33.0  margin=  -2.000  angle=0.0
stable boundary phases b = 7, stable interior phases i = 2
Triangles and chemical potentials of A, B, C (mHa)
  A + A2B + A2BC        0.00   -39.00   -85.00
  A + AC + A2BC         0.00   -44.00   -80.00
  B + AB + ABC        -30.00     0.00   -72.00
  B + BC + ABC        -42.00     0.00   -60.00
  C + AC + BC         -80.00   -60.00     0.00
  AB + A2B + A2BC      -9.00   -21.00   -85.00
  AB + ABC + A2BC     -22.00    -8.00   -72.00
  AC + BC + ABC       -42.00   -22.00   -38.00
  AC + ABC + A2BC     -22.00   -22.00   -58.00
triangles found = 9, 2i+b-2 = 9
2i+b-2 with the unstable phase wrongly counted = 11
sum of all triangle angles = 1620.0 deg
tie lines: all = 17, interior = 10
pairs of stable phases = 36
mean number of partners per phase = 3.778
partners of A: A2B, AC, A2BC
partners of B: AB, BC, ABC
A and B joined by a tie line: False
single layers stable against both A and B = 0
two-layer stacks between A and B: A2B|AB, AC|BC, AC|ABC, A2BC|AB, A2BC|ABC
AC + B -> ABC: -22.00 mHa = -0.599 eV per formula unit
energies varied by up to 15 percent: 35 of 60 sets keep all phases
different triangle patterns among them = 5
degenerate case: A2BC energy = -29.75 mHa/atom
  triangles = 7, quadrilaterals = 1, sum of (m-2) = 9
random diagrams tested = 40, triangles per diagram from 4 to 16
unstable candidates in them = 61
no test failed
```
